**Independent doubles amplitudes of a closed shell**

With `o` doubly occupied and `v` virtual spatial orbitals, the singlet doubles operator has `ov(ov+1)/2` independent amplitudes. They split into `N_s = o(o+1)/2 · v(v+1)/2` singlet-pair and `N_t = o(o−1)/2 · v(v−1)/2` triplet-pair amplitudes, where the names refer to the spin of the hole pair and of the particle pair. For six small cases the program builds all doubly excited determinants, diagonalizes S², and asserts the numbers of singlets, triplets and quintets, the ranks of the two sets and their pair spins. For water in the 6-31G basis it solves spatial-orbital and spin-orbital CCSD and asserts that energies and opposite-spin amplitudes agree. It also asserts the pair symmetry, the same-spin relation and the vanishing of amplitudes that change M_S. The output shows 820 = 540 + 280 adapted amplitudes for water, against 2160 M_S-conserving and 5400 unique spin-orbital doubles. The ratios of the spin-orbital counts to the adapted count are asserted to approach 3 and 8 when `o` and `v` are both large, and 2 and 4 when `o = 1` and `v` is large.

The molecular numbers use the small basis 6-31G, so they illustrate the point and are not converged values.

## Verification by program

```python
"""Independent doubles amplitudes of closed-shell coupled-cluster theory.

Result under test: with o doubly occupied and v virtual spatial orbitals, the
singlet doubles operator has o*v*(o*v+1)/2 independent amplitudes, namely
  N_s = o(o+1)/2 * v(v+1)/2   (hole pair and particle pair both singlet)
  N_t = o(o-1)/2 * v(v-1)/2   (hole pair and particle pair both triplet),
against o(2o-1)*v(2v-1) unique spin-orbital doubles, of which
o^2 v^2 + 2 N_t conserve M_S.
Small cases are tested by explicit determinants and diagonalization of S^2;
water is tested by a spin-orbital CCSD that does not impose the relations.
Spin orbital 2p is alpha and 2p+1 is beta for spatial orbital p.
"""
from itertools import combinations, product
import numpy as np
from pyscf import gto, scf, cc


def adapted_counts(o, v):
    n_s = o * (o + 1) // 2 * (v * (v + 1) // 2)
    n_t = o * (o - 1) // 2 * (v * (v - 1) // 2)
    return o * v * (o * v + 1) // 2, n_s, n_t


def spin_orbital_counts(o, v):
    n_t = adapted_counts(o, v)[2]
    return o * (2 * o - 1) * v * (2 * v - 1), o * o * v * v + 2 * n_t


def apply_one_body(terms, state):
    """Apply sum of creator(p) annihilator(q) over (p, q) in terms."""
    out = {}
    for det, coef in state.items():
        for p, q in terms:
            if not (det >> q) & 1:
                continue
            parity = bin(det & ((1 << q) - 1)).count("1")
            new = det ^ (1 << q)
            if (new >> p) & 1:
                continue
            parity += bin(new & ((1 << p) - 1)).count("1")
            new |= 1 << p
            out[new] = out.get(new, 0.0) + coef * (-1) ** parity
    return out


def doubles_determinants(o, v):
    reference = (1 << (2 * o)) - 1
    dets = []
    for holes in combinations(range(2 * o), 2):
        for parts in combinations(range(2 * o, 2 * (o + v)), 2):
            det = reference
            for k in holes + parts:
                det ^= 1 << k
            dets.append(det)
    return reference, dets


def spin_squared(orbitals, dets, index):
    """Matrix of S^2 for the electrons in the given spatial orbitals."""
    raising = np.zeros((len(dets), len(dets)))
    s_z = np.zeros(len(dets))
    terms = [(2 * p, 2 * p + 1) for p in orbitals]
    for col, det in enumerate(dets):
        for new, coef in apply_one_body(terms, {det: 1.0}).items():
            raising[index[new], col] += coef
        s_z[col] = 0.5 * sum(((det >> (2 * p)) & 1)
                             - ((det >> (2 * p + 1)) & 1) for p in orbitals)
    return raising.T @ raising + np.diag(s_z * (s_z + 1))


def analyse_small_case(o, v):
    reference, dets = doubles_determinants(o, v)
    index = {det: k for k, det in enumerate(dets)}
    occ, vir = range(o), range(o, o + v)
    s2_total = spin_squared(range(o + v), dets, index)
    s2_occ = spin_squared(occ, dets, index)
    s2_vir = spin_squared(vir, dets, index)
    eig = np.linalg.eigvalsh(s2_total)
    multiplets = [int(np.sum(abs(eig - s * (s + 1)) < 1e-8)) for s in range(3)]
    assert sum(multiplets) == len(dets)

    def excite(a, i, state):
        return apply_one_body([(2 * a, 2 * i), (2 * a + 1, 2 * i + 1)], state)

    def double(a, i, b, j):
        vec = np.zeros(len(dets))
        for det, c in excite(a, i, excite(b, j, {reference: 1.0})).items():
            vec[index[det]] += c
        return vec

    raw, plus, minus = [], [], []
    for i, j, a, b in product(occ, occ, vir, vir):
        direct, crossed = double(a, i, b, j), double(b, i, a, j)
        assert np.allclose(direct, double(b, j, a, i))
        raw.append(direct)
        plus.append(direct + crossed)
        minus.append(direct - crossed)
    raw, plus, minus = (np.array(x).T for x in (raw, plus, minus))
    assert np.allclose(s2_total @ raw, 0)
    for s2_pair in (s2_occ, s2_vir):
        assert np.allclose(s2_pair @ plus, 0)
        assert np.allclose(s2_pair @ minus, 2 * minus)
    assert np.allclose(plus.T @ minus, 0)
    ranks = tuple(int(np.linalg.matrix_rank(x)) for x in (raw, plus, minus))
    conserving = sum(
        sum((d >> (2 * p)) & 1 for p in range(o + v)) == o for d in dets)
    return len(dets), conserving, multiplets, ranks


# Explicit determinants against the counting formulas
for o, v in [(1, 1), (1, 3), (3, 1), (2, 2), (2, 3), (3, 3)]:
    n_det, n_ms, mult, ranks = analyse_small_case(o, v)
    total, n_s, n_t = adapted_counts(o, v)
    assert ranks == (total, n_s, n_t)
    assert (n_det, n_ms) == spin_orbital_counts(o, v)
    hs, ht = o * (o + 1) // 2, o * (o - 1) // 2
    ps, pt = v * (v + 1) // 2, v * (v - 1) // 2
    triplets = hs * pt + ht * ps + ht * pt
    assert mult[0] == total
    assert mult[1] == 3 * triplets and mult[2] == 5 * ht * pt
    if (o, v) == (2, 3):
        print("Small case: o =", o, ", v =", v)
        print("  rank of all E_ai E_bj|0>:", ranks[0])
        print("  rank of singlet-pair set:", ranks[1])
        print("  rank of triplet-pair set:", ranks[2])
        print("  unique spin-orbital doubles:", n_det)
        print("  M_S-conserving doubles:", n_ms)
        print("  singlet states:", mult[0])
        print("  triplet multiplets:", mult[1] // 3)
        print("  quintet multiplets:", mult[2] // 5)

# Water: spatial-orbital and spin-orbital CCSD
bond, angle = 0.96, 104.5
mol = gto.M(atom=f"O; H 1 {bond}; H 1 {bond} 2 {angle}", basis="6-31g",
            unit="Angstrom", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
mf.kernel()
gmf = scf.addons.convert_to_ghf(mf)
solvers = [cc.CCSD(mf), cc.GCCSD(gmf)]
for solver in solvers:
    solver.conv_tol, solver.conv_tol_normt = 1e-10, 1e-8
    solver.max_cycle = 100
    solver.kernel()
    assert solver.converged
spatial, spinorb = solvers
o = mol.nelectron // 2
nao = mol.nao_nr()
v = mf.mo_coeff.shape[1] - o
coeff = np.asarray(gmf.mo_coeff)
is_alpha = np.linalg.norm(coeff[:nao], axis=0) > 1e-8
alpha, beta = np.where(is_alpha)[0], np.where(~is_alpha)[0]
assert np.allclose(coeff[:nao, alpha], mf.mo_coeff)
assert np.allclose(coeff[nao:, beta], mf.mo_coeff)
assert np.all(np.asarray(gmf.mo_occ)[:2 * o] == 1)
oa, ob = alpha[:o], beta[:o]
va, vb = alpha[o:] - 2 * o, beta[o:] - 2 * o
t2 = np.asarray(spinorb.t2)
t_opposite = t2[np.ix_(oa, ob, va, vb)]
t_same = t2[np.ix_(oa, oa, va, va)]
swap_virtual = t_opposite.transpose(0, 1, 3, 2)
err_pair = abs(t_opposite - t_opposite.transpose(1, 0, 3, 2)).max()
err_same = abs(t_same - (t_opposite - swap_virtual)).max()
err_spatial = abs(t_opposite - spatial.t2).max()
s_z = np.where(is_alpha, 0.5, -0.5)
so, sv = s_z[:2 * o], s_z[2 * o:]
change = (sv[None, None, :, None] + sv[None, None, None, :]
          - so[:, None, None, None] - so[None, :, None, None])
largest_forbidden = abs(t2[abs(change) > 0.1]).max()
# Iterative solutions agree only to their amplitude convergence
assert max(err_pair, err_same, err_spatial) < 1e-6
assert largest_forbidden < 1e-8
assert abs(spatial.e_corr - spinorb.e_corr) < 1e-7

# Explicit enumeration for the water dimensions
total, n_s, n_t = adapted_counts(o, v)
n_full, n_ms = spin_orbital_counts(o, v)
labels = list(product(range(o), range(v)))
assert len({tuple(sorted(pair)) for pair in product(labels, labels)}) == total
hole_pairs = list(combinations(range(2 * o), 2))
part_pairs = list(combinations(range(2 * v), 2))
assert len(hole_pairs) * len(part_pairs) == n_full
assert sum(abs(change[i, j, a, b]) < 0.1 for i, j in hole_pairs
           for a, b in part_pairs) == n_ms

print("Water, 6-31G, all electrons correlated")
print(f"  O-H distance: {bond:.2f} angstrom; angle: {angle:.1f} degrees")
print("  o =", o, ", v =", v, ", ov =", o * v)
print("  hole pairs, symmetric / antisymmetric:",
      o * (o + 1) // 2, "/", o * (o - 1) // 2)
print("  particle pairs, symmetric / antisymmetric:",
      v * (v + 1) // 2, "/", v * (v - 1) // 2)
print("  independent adapted amplitudes:", total)
print("  singlet-pair amplitudes:", n_s)
print("  triplet-pair amplitudes:", n_t)
print("  unique spin-orbital doubles:", n_full)
print("  M_S-conserving doubles:", n_ms)
print("  opposite-spin doubles:", t_opposite.size)
print("  same-spin doubles, both spins together:", n_ms - t_opposite.size)
print(f"  ratio all spin-orbital / adapted: {n_full / total:.3f}")
print(f"  ratio M_S-conserving / adapted: {n_ms / total:.3f}")
print(f"  CCSD correlation energy, spatial: {spatial.e_corr:.6f} hartree")
print(f"  CCSD correlation energy, spin-orbital: {spinorb.e_corr:.6f} hartree")
print(f"  largest pair-symmetry error: {err_pair:.1e}")
print(f"  largest same-spin relation error: {err_same:.1e}")
print(f"  largest M_S-changing amplitude: {largest_forbidden:.1e}")

# One related set of amplitudes, chosen by a large product of both components
t_plus = 0.5 * (t_opposite + swap_virtual)
t_minus = 0.5 * (t_opposite - swap_virtual)
assert abs(t_plus - t_plus.transpose(1, 0, 2, 3)).max() < 1e-6
assert abs(t_minus + t_minus.transpose(1, 0, 2, 3)).max() < 1e-6
i, j, a, b = min(((i, j, a, b) for i, j in combinations(range(o), 2)
                  for a, b in combinations(range(v), 2)),
                 key=lambda k: -abs(t_plus[k] * t_minus[k]))
print("Sample amplitudes (dimensionless), orbitals numbered from 1 in each set")
print(f"  i={i + 1}, j={j + 1}, a={a + 1}, b={b + 1}")
print(f"  t_ij^ab: {t_opposite[i, j, a, b]:.6f}")
print(f"  t_ji^ba: {t_opposite[j, i, b, a]:.6f}")
print(f"  t_ij^ba: {t_opposite[i, j, b, a]:.6f}")
print(f"  singlet-pair component t+: {t_plus[i, j, a, b]:.6f}")
print(f"  triplet-pair component t-: {t_minus[i, j, a, b]:.6f}")
print(f"  same-spin amplitude: {t_same[i, j, a, b]:.6f}")

# Limits of the ratios, with closed ratio formulas checked against the counts
print("Ratios to adapted count: all spin-orbital, M_S-conserving")
for o_big, v_big in [(50, 500), (1, 500)]:
    n_ad = adapted_counts(o_big, v_big)[0]
    r_full, r_ms = (n / n_ad for n in spin_orbital_counts(o_big, v_big))
    x = o_big * v_big
    assert np.isclose(r_full, 2 * (2*o_big - 1) * (2*v_big - 1) / (x + 1))
    assert np.isclose(r_ms, (3 * x - o_big - v_big + 1) / (x + 1))
    print(f"  o={o_big}, v={v_big}: {r_full:.3f}, {r_ms:.3f}")
for o_lim, full_lim, ms_lim in [(10**6, 8, 3), (1, 4, 2)]:
    n_ad = adapted_counts(o_lim, 10**6)[0]
    n_all, n_cons = spin_orbital_counts(o_lim, 10**6)
    assert abs(n_all / n_ad - full_lim) < 1e-4
    assert abs(n_cons / n_ad - ms_lim) < 1e-4
print("PASS")
```

Running it gives:

```
Small case: o = 2 , v = 3
  rank of all E_ai E_bj|0>: 21
  rank of singlet-pair set: 18
  rank of triplet-pair set: 3
  unique spin-orbital doubles: 90
  M_S-conserving doubles: 42
  singlet states: 21
  triplet multiplets: 18
  quintet multiplets: 3
Water, 6-31G, all electrons correlated
  O-H distance: 0.96 angstrom; angle: 104.5 degrees
  o = 5 , v = 8 , ov = 40
  hole pairs, symmetric / antisymmetric: 15 / 10
  particle pairs, symmetric / antisymmetric: 36 / 28
  independent adapted amplitudes: 820
  singlet-pair amplitudes: 540
  triplet-pair amplitudes: 280
  unique spin-orbital doubles: 5400
  M_S-conserving doubles: 2160
  opposite-spin doubles: 1600
  same-spin doubles, both spins together: 560
  ratio all spin-orbital / adapted: 6.585
  ratio M_S-conserving / adapted: 2.634
  CCSD correlation energy, spatial: -0.135589 hartree
  CCSD correlation energy, spin-orbital: -0.135589 hartree
  largest pair-symmetry error: 3.0e-17
  largest same-spin relation error: 3.0e-17
  largest M_S-changing amplitude: 0.0e+00
Sample amplitudes (dimensionless), orbitals numbered from 1 in each set
  i=4, j=5, a=4, b=6
  t_ij^ab: -0.009513
  t_ji^ba: -0.009513
  t_ij^ba: -0.028103
  singlet-pair component t+: -0.018808
  triplet-pair component t-: 0.009295
  same-spin amplitude: 0.018590
Ratios to adapted count: all spin-orbital, M_S-conserving
  o=50, v=500: 7.912, 2.978
  o=1, v=500: 3.988, 1.996
PASS
```
